# Angular distribution of molecules leaving a long tube in free molecular flow

## Question

I feed a precursor into an atomic layer deposition chamber through a straight round tube of radius 0.50 mm and length 10 mm. The inlet gas is at 400 K and 0.10 Pa, so I treat the flow as free molecular. The walls re-emit molecules diffusely, and nearly every molecule that gets through has hit the wall at least once. Its last event is therefore a cosine-law emission which has forgotten all earlier directions. May I model the tube exit as a cosine source with the correct total output? If not, which step of this argument fails?

## Answer

You may not. The last emission does forget the earlier direction, but its cosine refers to the wall's normal, which is perpendicular to the tube axis. What the exit emits also depends on how strongly each part of the wall is supplied with molecules, and that varies along the tube.

I assume steady flow, no collisions between molecules, fully diffuse re-emission without net loss, an equilibrium gas at the inlet $z=0$ and vacuum beyond the exit $z=L$. Let $a$ be the radius, $\theta$ the angle from the axis, $\nu_0$ the impingement rate per area at the inlet, and $w(z)\nu_0$ the collision rate per area on the wall.

### Follow the exit rays backwards

A wall patch emits $(w\nu_0/\pi)\cos\alpha$ molecules per area, time and solid angle, with $\alpha$ measured from its own normal. Between patches $dA_1$ and $dA_2$ a distance $r$ apart, the rate is

$$\frac{w\nu_0}{\pi}\,\frac{dA_1\cos\alpha_1\;dA_2\cos\alpha_2}{r^2}.$$

Divide by the receiver's projected area $dA_2\cos\alpha_2$ and by the solid angle $dA_1\cos\alpha_1/r^2$ under which it sees the emitter. The result, $w\nu_0/\pi$, is the brightness of the ray. It depends on neither distance nor emission angle. The inlet has brightness $\nu_0/\pi$.

The flux per exit area and solid angle is thus $\cos\theta$ times the brightness found at the start of the ray. Averaged over the exit,

$$j(\theta)=\frac{\nu_0}{\pi}\cos\theta\;T(\theta).$$

A cosine law requires $T$ to be constant.

Projected onto the cross-section, the backward ray runs a distance $s$ from the exit point to the wall, so it starts at depth $d=s\cot\theta$ behind the exit. The exit points with $s>2aq$ fill the overlap of two discs of radius $a$ whose centres are $2aq$ apart. That overlap consists of two circular segments, each of area $a^2[\arccos q-q\sqrt{1-q^2}]$. Division by $\pi a^2$ gives

$$P(q)=\frac2\pi\left[\arccos q-q\sqrt{1-q^2}\right],$$

$$-\frac{dP}{dq}=\frac2\pi\left[\frac{1-q^2}{\sqrt{1-q^2}}+\sqrt{1-q^2}\right]=\frac4\pi\sqrt{1-q^2}.$$

This is the probability density of $q=s/2a$, so

$$T(\theta)=\frac4\pi\int_0^1\sqrt{1-q^2}\;B(2aq\cot\theta)\,dq,$$

where $B(d)=w(L-d)$ for $d<L$, and $B=1$ for $d\ge L$, when the ray reaches the inlet.

### The wall is brighter deeper inside

Two wall points with axial separation $u$ and azimuthal separation $\varphi$ have $r^2=u^2+2a^2(1-\cos\varphi)$, and both cosines equal $a(1-\cos\varphi)/r$. A ring of unit width and unit relative brightness therefore contributes

$$K(u)=\int_0^{2\pi}\frac{a^3(1-\cos\varphi)^2}{\pi r^4}\,d\varphi .$$

In an infinite tube every emitted molecule hits the wall again, so $\int_{-\infty}^{\infty}K\,du=1$. The inlet contributes $F(z)=\int_z^\infty K\,du$, because it may be replaced by an extension of the tube with wall brightness 1: each ray through the inlet keeps its brightness. The wall balance is

$$w(z)=F(z)+\int_0^L K(z-z')\,w(z')\,dz'.$$

Iterating from the positive source $F$ gives $w>0$; the iteration converges because $\int_0^LK\,dz'=1-F(z)-F(L-z)$ stays below 1. Subtracting the balance from 1 and using the same identity,

$$1-w(z)=F(L-z)+\int_0^LK(z-z')[1-w(z')]\,dz'.$$

Hence $w<1$. This is also the equation for $w(L-z)$, so $w(z)+w(L-z)=1$.

Now differentiate the balance. With $u=z-z'$ the integral becomes $\int_{z-L}^{z}K(u)w(z-u)\,du$, whose moving limits contribute $K(z)w(0)-K(L-z)w(L)$. Since $F'=-K(z)$,

$$-w'(z)=K(z)[1-w(0)]+K(L-z)w(L)+\int_0^LK(z-z')[-w'(z')]\,dz'.$$

Source and kernel are positive, so the same iteration gives $-w'>0$: the wall rate falls all the way to the exit.

As $\theta$ increases at fixed $q$, the starting depth $2aq\cot\theta$ decreases, and so does the brightness unless the ray still reaches the inlet. At every $\theta$ between 0 and $90^\circ$ some rays start on the wall. Therefore $T$ falls strictly, from 1 on the axis to $w(L)$ at grazing exit. Near-axial molecules are favoured because their rays start deeper, where the supply is larger.

### A control with the same walls

Put the same gas at both ends. The second gas adds $w(L-z)$ to the wall rate, the sum is 1 everywhere, and $T=1$. The exit flux is then a cosine law although the walls are as diffuse as before. The brightness gradient causes the deviation.

By mirror symmetry, this control equals the transmitted molecules plus those returned through the inlet. The table, for $L/a=20$, gives percentages of the molecules in each column's population; the last column comes from a simulation that follows individual molecules.

| $\theta$ (deg) | tube output | cosine law | transmitted + returned |
|---|---:|---:|---:|
| 0–5.71 | 5.5 | 1.0 | 1.0 |
| 5.71–10 | 6.1 | 2.0 | 2.0 |
| 10–30 | 32.2 | 22.0 | 22.0 |
| 30–60 | 41.8 | 50.0 | 50.0 |
| 60–90 | 14.5 | 25.0 | 25.0 |

### Your tube

Solving the wall balance numerically gives $w(0)=0.952$ and $w(L)=0.048$. The transmission probability is

$$W=\frac1{\nu_0}\int_0^{\pi/2}j\,2\pi\sin\theta\,d\theta=2\int_0^{\pi/2}T\sin\theta\cos\theta\,d\theta=0.109.$$

For a model precursor of mass $m=70$ u, $\nu_0=p/\sqrt{2\pi mk_BT_g}=1.575\times10^{21}\ \mathrm{m^{-2}\,s^{-1}}$, where $p$ is the inlet pressure and $T_g$ the gas temperature. The entering rate is $\pi a^2\nu_0=1.24\times10^{15}\ \mathrm{s^{-1}}$, and the output is $0.109$ times this, $1.35\times10^{14}\ \mathrm{s^{-1}}$.

On the axis $T=1$, so the intensity is $1.24\times10^{15}/\pi=3.9\times10^{14}\ \mathrm{s^{-1}\,sr^{-1}}$. A cosine source with the same output would give $1.35\times10^{14}/\pi=4.3\times10^{13}\ \mathrm{s^{-1}\,sr^{-1}}$. Your proposed model is too low there by the factor $1/W\approx9.1$. The tube has not amplified anything: a thin orifice of the same radius, fed by the same gas, has the same axial intensity. The tube removes oblique molecules.

The intensity falls to half its axial value at $4.8^\circ$, against $60^\circ$ for a cosine source. This narrow peak carries little of the output, and 56% of the molecules still leave at more than $30^\circ$.

The last wall emission lies on average 3.2 mm behind the exit for molecules leaving at $10^\circ$, but 0.28 mm behind it at $60^\circ$. Geometry alone, with the mean chord $0.849a=0.42$ mm multiplied by $\cot\theta$, would give 2.4 mm and 0.25 mm. Weighting by brightness, which favours deeper starts, makes up the difference.

Nor is this just a line-of-sight effect. Direct flights need $\tan\theta<2a/L$, or $\theta<5.71^\circ$, and form 2.3% of the output. That cone holds 5.5%, so wall-emitted molecules supply the other 3.2%, more than the 1.0% which a cosine law would put there in total.

### Very long and very short tubes

For $L\gg a$, $w$ varies slowly in the interior. Expanding it under the even kernel $K$ leaves $w''=0$ at leading order, so $w$ is linear with slope $-1/L$, up to end corrections. The mean chord is

$$\langle s\rangle=2a\,\frac4\pi\int_0^1q\sqrt{1-q^2}\,dq=\frac{8a}{3\pi}.$$

At an interior cross-section, rays going downstream have mean relative brightness $w+\langle s\rangle\cot\theta/L$, and rays going upstream $w-\langle s\rangle\cot\theta/L$. The net flow is

$$W\simeq2\int_0^{\pi/2}\frac{2\langle s\rangle\cot\theta}{L}\sin\theta\cos\theta\,d\theta=\frac{4\langle s\rangle}{L}\,\frac\pi4=\frac{8a}{3L}.$$

Convergence is slow: the computed $W$ is 0.91 of this estimate at $L/a=50$ and 0.97 at 200. For your tube the estimate is 0.133, which is 22% above the computed value.

At the exit nothing comes back. Take $B\approx\delta+d/L$ there, with $\delta$ an effective wall brightness at the exit. The flow is then $\delta+(2\langle s\rangle/L)(\pi/4)=\delta+4a/(3L)$. Equating this to $8a/(3L)$ gives $\delta=4a/(3L)$, and for $\tan\theta\gg2a/L$

$$\frac{T}{W}\approx\frac{4a/(3L)+8a\cot\theta/(3\pi L)}{8a/(3L)}=\frac12+\frac{\cot\theta}{\pi}.$$

This is approximate, because $w$ is not linear near the exit: the source term $K(L-z)w(L)$ in the equation for $-w'$ makes it steeper there. At $L/a=200$ it gives 1.37, 0.82 and 0.62 at $20^\circ$, $45^\circ$ and $70^\circ$; the computed values are 1.43, 0.81 and 0.57. In this approximation the wings keep a fixed, non-cosine shape however long the tube is.

Close to the axis $\delta$ is negligible and $B\approx\min(d/L,1)$. Set $\kappa=L\tan\theta/(2a)$, so that $d/L=q/\kappa$. The mean of a quantity between 0 and 1 is the integral of its tail probability, so for $\kappa\le1$

$$T\simeq\int_0^1P(\kappa t)\,dt=\frac1\kappa\int_0^\kappa P\,dq$$

$$=\frac{2}{\pi\kappa}\left[\kappa\arccos\kappa-\sqrt{1-\kappa^2}+1-\frac{1-(1-\kappa^2)^{3/2}}{3}\right].$$

This equals $1/2$ at $\kappa=0.839$. With $\cos\theta\approx1$, the half-intensity angle is $2\kappa a/L=1.68\,a/L$ radians, so the peak narrows as $1/L$.

In the opposite limit, $L\to0$ at fixed $\theta$, nearly all backward rays reach the inlet. Then $T\to1$, and the cosine law of an orifice returns.

### When to distrust these numbers

The mean free path must be compared with $L$, not just with $a$, because the axial peak relies on long flights. For a collision diameter of 0.5 nm it is 50 mm at the inlet. If the inlet density persisted along the tube, a 10 mm flight would meet a collision with probability of about $1-e^{-10/50}\approx18\%$. The gas thins towards the exit, so the real loss is smaller, but the peak height is not a one-per-cent prediction. A lower inlet pressure brings you closer to the collisionless result, provided that the chamber is well evacuated too. Many deposition processes run with carrier gas at chamber pressures far above 0.10 Pa. Gas then enters the tube from the chamber and shortens the free path, and this model does not apply.

If the tube wall permanently removes precursor, by lasting adsorption or by reaction, the backward-ray argument survives with the brightness of the re-emitted molecules, but the wall balance needs a loss term and the values above no longer apply. Partly specular walls break the assumption that brightness is independent of emission angle. Finally, $j(\theta)$ is averaged over the exit, so use it as a point source only where the change of $\theta$ across the opening is small compared with the angular width you want to resolve. For the axial peak this requires a distance $R\gg L$ from the exit. Seen from a point on the axis with $R\gg a$, the backward ray through an exit point at radius $r$ meets the wall at depth $d=(a-r)R/r$. With $B\approx\min(d/L,1)$, the average over the exit is $R/(R+L)$. At 50 mm from your tube, the axial flux is therefore about 17% below the point-source value.

The numerical output below gives finer angular bins and further values.

## Table of computed values

```
radius 0.50 mm, length 10.0 mm, L/a = 20.0
temperature 400 K, inlet pressure 0.10 Pa
mass 70 u, collision diameter 0.50 nm
mean free path 49.7 mm
inlet impingement rate 1.575e+21 m^-2 s^-1
molecules entering 1.237e+15 s^-1
transmission probability W = 0.10932; simulation 0.10899
long-tube estimate 8a/(3L) = 0.13333
molecules leaving at exit 1.352e+14 s^-1
axial intensity, tube 3.936e+14 s^-1 sr^-1
axial intensity, cosine source of same output 4.303e+13 s^-1 sr^-1
ratio of axial intensities 1/W = 9.147
relative wall rate: inlet end 0.9519, exit end 0.0481
half-intensity angle: tube 4.82 deg, cosine 60 deg
direct part D = 0.002488; simulation 0.002545
direct share of output 2.28 %; estimate 3a/(8L) 1.88 %
line-of-sight limit arctan(2a/L) = 5.71 deg
share of output within 30 deg: tube 43.7 %, cosine 25.0 %
angle/deg, T, T/W, mean depth of last emission/mm
   10  0.2702  2.472  3.153
   20  0.1589  1.454  1.474
   30  0.1191  1.090  0.902
   45  0.0896  0.820  0.500
   60  0.0722  0.660  0.277
   80  0.0554  0.507  0.079
bin/deg; % of output: formula, simulation, cosine; % of all, both ends
 0.00- 2.00    0.95    0.93    0.12    0.12
 2.00- 5.71    4.51    4.55    0.87    0.88
 5.71-10.00    6.10    6.10    2.03    2.01
10.00-20.00   15.65   15.39    8.68    8.67
20.00-30.00   16.51   16.47   13.30   13.31
30.00-45.00   23.42   23.63   25.00   25.02
45.00-60.00   18.42   18.49   25.00   25.01
60.00-90.00   14.45   14.44   25.00   24.99
mean backward chord 0.8488 a
long-tube half angle: kappa 0.8390, theta*L/a 1.6780 rad
L/a, W, W*3L/(8a), half angle*L/a in rad
  50  0.048476  0.9089  1.6848
 100  0.025276  0.9479  1.6826
 200  0.012945  0.9709  1.6808
wings at L/a = 200: angle/deg, T/W, 1/2 + cot(theta)/pi
  20  1.4316  1.3745
  45  0.8080  0.8183
  70  0.5703  0.6159
```
